# p–d Hybridisation and the Zone-Centre Gap of a Cubic Perovskite: a numerical check

```python
"""
Result under test: in an ideal cubic perovskite the cation-d / oxygen-p
coupling vanishes at k = 0, so the gap there is the difference between the
lowest d and highest p site energies when O-O (and d-d) hopping is neglected.

Symbols: a = lattice constant; B cation at the origin, oxygen j at a/2 on
axis j; E_par, E_perp = p site energies along / across the B-O axis;
E_t, E_e = t2g and eg site energies; V_s, V_p = p-d sigma and pi hopping for
a bond from B to O along +z; pps, ppp = O-O hopping; k is in units of 1/a.
Each d orbital is a symmetric traceless tensor Q with Tr Q^2 = 1.
"""
import itertools
import numpy as np
from scipy import constants as const
from pyscf import gto

# Round model parameters, rough regime of SrTiO3 (energies in eV)
a_nm = 0.39
E_perp, E_par, E_t, E_e = 0.0, -0.5, 3.8, 5.8
V_s, V_p = 2.0, -1.0
pps, ppp = 0.25, -0.05
ddp, ddd = 0.03, 0.0
xi_p, xi_d = 0.02, 0.02
shift_nm = 0.01
decay_power = 4
delta = E_t - E_perp
axes = np.eye(3)


def off_diagonal(i, j):
    q = np.zeros((3, 3))
    q[i, j] = q[j, i] = 1 / np.sqrt(2)
    return q


# d order: xy, yz, z2, xz, x2-y2
Q = np.array([off_diagonal(0, 1), off_diagonal(1, 2),
              np.diag([-1, -1, 2]) / np.sqrt(6), off_diagonal(0, 2),
              np.diag([1, -1, 0]) / np.sqrt(2)])
d_site = np.array([E_t, E_t, E_e, E_t, E_e])
p_site = np.array([[E_par if c == j else E_perp for c in range(3)]
                   for j in range(3)])


def pd_bond(n, sigma, pi):
    """3 x 5 hopping matrix; unit vector n points from B to O."""
    nqn = np.einsum('i,dij,j->d', n, Q, n)
    qn = np.einsum('dij,j->id', Q, n)
    radial = np.outer(n, nqn)
    return np.sqrt(1.5) * sigma * radial + np.sqrt(2) * pi * (qn - radial)


def bloch(k, s=0.0, p=0.0):
    """Closed-form 14 x 14 Bloch matrix with O-O hopping s, p."""
    h = np.diag(np.r_[p_site.ravel(), d_site]).astype(complex)
    for j in range(3):
        block = -2j * np.sin(k[j] / 2) * pd_bond(axes[j], V_s, V_p)
        h[3*j:3*j+3, 9:] = block
        h[9:, 3*j:3*j+3] = block.conj().T
    for i, j in ((0, 1), (0, 2), (1, 2)):
        third = 3 - i - j
        cc = np.cos(k[i] / 2) * np.cos(k[j] / 2)
        ss = np.sin(k[i] / 2) * np.sin(k[j] / 2)
        block = np.zeros((3, 3))
        block[i, i] = block[j, j] = 2 * (s + p) * cc
        block[third, third] = 4 * p * cc
        block[i, j] = block[j, i] = -2 * (s - p) * ss
        h[3*i:3*i+3, 3*j:3*j+3] = block
        h[3*j:3*j+3, 3*i:3*i+3] = block.T
    return h


# ---- Integrals over real Gaussian orbitals -------------------------------
a_ang = 10 * a_nm


def molecule(atoms, oxygen_l=1):
    return gto.M(atom=atoms, unit='Angstrom', verbose=0,
                 basis={'Ti': [[2, (0.2, 1.0)]],
                        'O': [[oxygen_l, (0.2, 1.0)]]})


def kinetic_pd(n):
    mol = molecule([('Ti', (0, 0, 0)), ('O', tuple(a_ang / 2 * n))])
    return mol.intor('int1e_kin')[5:8, :5]


along_z = kinetic_pd(axes[2])
direction = np.array([0.3, -0.5, 0.8])
direction /= np.linalg.norm(direction)
angular = pd_bond(direction, along_z[2, 2], along_z[0, 3])
assert np.allclose(kinetic_pd(direction), angular, atol=1e-9)

# Inversion-symmetric cluster with the first two B-O shells
sites = []
for cell in itertools.product(range(-2, 3), repeat=3):
    for j in range(3):
        r = np.array(cell) + axes[j] / 2
        if np.linalg.norm(r) < 1.2:
            sites.append((j, r))
cluster = molecule([('Ti', (0, 0, 0))]
                   + [('O', tuple(a_ang * r)) for _, r in sites])
one_body = cluster.intor('int1e_kin') + cluster.intor('int1e_nuc')
overlap = cluster.intor('int1e_ovlp')
integral_residual = 0.0
for matrix in (one_body, overlap):
    for j in range(3):
        for lower, upper in ((0.0, 0.8), (0.8, 1.2)):
            blocks = [matrix[5+3*m:8+3*m, :5]
                      for m, (sub, r) in enumerate(sites)
                      if sub == j and lower < np.linalg.norm(r) < upper]
            assert max(np.abs(b).max() for b in blocks) > 1e-5
            residual = np.abs(sum(blocks)).max()
            integral_residual = max(integral_residual, residual)
assert integral_residual < 1e-8

# Oxygen s orbitals: eg coupling survives at k = 0, t2g coupling does not
s_mol = molecule([('Ti', (0, 0, 0)), ('O', (0, 0, a_ang / 2)),
                  ('O', (0, 0, -a_ang / 2))], oxygen_l=0)
s_d = s_mol.intor('int1e_kin')[5:7, :5].sum(axis=0)
assert abs(s_d[2]) > 1e-3 and np.abs(s_d[[0, 1, 3]]).max() < 1e-10

# d-d hopping: total xy-xy coupling to six cation neighbours
neighbours = [axes[2]] + [-axes[2]] + [s * axes[j] for j in (0, 1)
                                      for s in (1, -1)]
dd_mol = molecule([('Ti', (0, 0, 0))]
                  + [('Ti', tuple(a_ang * r)) for r in neighbours])
dd_kin = dd_mol.intor('int1e_kin')
dd_sum = sum(dd_kin[0, 5 * m] for m in range(1, 7))
dd_formula = 4 * dd_kin[3, 8] + 2 * dd_kin[0, 5]
assert abs(dd_sum - dd_formula) < 1e-9 and abs(dd_sum) > 1e-6

# ---- Periodic real-space crystal built from atomic positions --------------
N = 4
atoms = [(kind, np.array(cell) + (axes[kind] / 2 if kind < 3 else 0))
         for cell in itertools.product(range(N), repeat=3)
         for kind in range(4)]
start = np.cumsum([0] + [3 if kind < 3 else 5 for kind, _ in atoms])
pos = np.array([r for _, r in atoms])
sep = pos[None, :, :] - pos[:, None, :]
sep -= N * np.round(sep / N)
dist = np.linalg.norm(sep, axis=2)


def crystal(s, p):
    h = np.zeros((start[-1], start[-1]))
    for m, (kind, _) in enumerate(atoms):
        site = p_site[kind] if kind < 3 else d_site
        rows = np.arange(start[m], start[m + 1])
        h[rows, rows] = site
    for m, n in np.argwhere((dist > 0.1) & (dist < 0.75)):
        u = sep[m, n] / dist[m, n]
        rows = slice(start[m], start[m + 1])
        cols = slice(start[n], start[n + 1])
        if atoms[m][0] < 3 and atoms[n][0] < 3:
            h[rows, cols] = p * np.eye(3) + (s - p) * np.outer(u, u)
        elif atoms[m][0] < 3:
            h[rows, cols] = pd_bond(-u, V_s, V_p)
            h[cols, rows] = h[rows, cols].T
    return h


real_space = crystal(pps, ppp)
assert np.allclose(real_space, real_space.T)
k_union = np.sort(np.concatenate(
    [np.linalg.eigvalsh(bloch(2 * np.pi * np.array(m) / N, pps, ppp))
     for m in itertools.product(range(N), repeat=3)]))
assert np.allclose(np.linalg.eigvalsh(real_space), k_union, atol=1e-9)

# Project the real-space matrix without O-O hopping on uniform Bloch sums
uniform = np.zeros((start[-1], 14))
for m, (kind, _) in enumerate(atoms):
    first = 3 * kind if kind < 3 else 9
    for c in range(start[m + 1] - start[m]):
        uniform[start[m] + c, first + c] = N ** -1.5
gamma = uniform.T @ crystal(0.0, 0.0) @ uniform
gamma_coupling = np.abs(gamma[:9, 9:]).max()
gamma_levels = np.linalg.eigvalsh(gamma)
gamma_gap = gamma_levels[9] - gamma_levels[8]
assert gamma_coupling < 1e-12
assert np.allclose(gamma_levels, np.sort(np.r_[p_site.ravel(), d_site]))
assert abs(gamma_gap - (d_site.min() - p_site.max())) < 1e-12

# ---- Gap over the whole zone ----------------------------------------------
mesh = list(itertools.product(np.linspace(0, np.pi, 11), repeat=3))
bare = np.linalg.eigvalsh(np.array([bloch(k) for k in mesh]))
zone_gap = bare[:, 9].min() - bare[:, 8].max()
flat_count = (np.abs(bare - E_perp) < 1e-9).sum(axis=1).min()
assert abs(zone_gap - delta) < 1e-9 and flat_count >= 3

# ---- Return of hybridisation away from the centre -------------------------
k_test = np.array([0.7, 1.1, 0.4])
root = np.sqrt((delta / 2)**2
               + 4 * V_p**2 * (np.sin(0.35)**2 + np.sin(0.55)**2))
xy_energy = (E_t + E_perp) / 2 + root
assert np.abs(np.linalg.eigvalsh(bloch(k_test)) - xy_energy).min() < 1e-10
step = 0.01
curvature = (np.linalg.eigvalsh(bloch([step, 0, 0]))[11] - E_t) / step**2
a_m = a_nm * 1e-9
mass_numeric = const.hbar**2 / (2 * const.m_e * a_m**2
                                * curvature * const.e)
mass_formula = const.hbar**2 * delta / (2 * const.m_e * V_p**2
                                        * a_m**2 * const.e)
assert abs(mass_numeric / mass_formula - 1) < 1e-3
x_energy, x_vectors = np.linalg.eigh(bloch([np.pi, 0, 0]))
p_weight_x = np.sum(np.abs(x_vectors[:9, 11])**2)
slope = (bloch([step, 0, 0]) - bloch([-step, 0, 0]))[1, 9] / (2 * step)
optical_nm = abs(slope) * a_nm
assert abs(optical_nm - abs(V_p) * a_nm) < 1e-4

# ---- Neglected O-O hopping -------------------------------------------------
gamma_pp = np.linalg.eigvalsh(bloch([0, 0, 0], pps, ppp))
A = 2 * (pps + ppp)
pair = np.linalg.eigvalsh([[E_par, np.sqrt(2) * A],
                           [np.sqrt(2) * A, E_perp + 4 * ppp]])
expected = np.sort(np.repeat(np.r_[pair, E_perp - 4 * ppp], 3))
assert np.allclose(gamma_pp[:9], expected)
gap_pp = gamma_pp[9] - gamma_pp[8]
r_top = np.linalg.eigvalsh(bloch([np.pi] * 3, pps, ppp))[8]
m_top = np.linalg.eigvalsh(bloch([np.pi, np.pi, 0], pps, ppp))[8]
assert abs(r_top - (E_perp + 2 * (pps - ppp))) < 1e-10
full = np.linalg.eigvalsh(np.array([bloch(k, pps, ppp) for k in mesh]))
mesh_top, mesh_bottom = full[:, 8].max(), full[:, 9].min()


# ---- Neglected off-centre displacement ------------------------------------
def displaced(u):
    """Coupling and gap at k = 0 when every B moves by u (units of a)."""
    h = np.diag(np.r_[p_site.ravel(), d_site])
    for j in range(3):
        for sign in (1, -1):
            r = sign * axes[j] / 2 - u
            length = np.linalg.norm(r)
            scale = (0.5 / length)**decay_power
            h[3*j:3*j+3, 9:] += scale * pd_bond(r / length, V_s, V_p)
    h[9:, :9] = h[:9, 9:].T
    e = np.linalg.eigvalsh(h)
    return np.abs(h[:9, 9:]).max(), e[9] - e[8]


u0 = shift_nm / a_nm
diagonal = np.ones(3) / np.sqrt(3)
coupling_001, gap_001 = displaced(u0 * axes[2])
coupling_111, gap_111 = displaced(u0 * diagonal)
assert coupling_001 > 0.01 and abs(gap_001 - delta) < 1e-10
assert gap_111 - delta > 0.005
small = displaced(u0 / 10 * diagonal)[1] - delta
smaller = displaced(u0 / 20 * diagonal)[1] - delta
assert abs(small / smaller - 4) < 0.04

# ---- Neglected spin-orbit coupling ----------------------------------------
L_p = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L_p[i, j, k], L_p[i, k, j] = -1j, 1j
L_d = np.array([[[np.trace(qa @ (L @ qb - qb @ L)) for qb in Q]
                 for qa in Q] for L in L_p])
spin = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                 [[1, 0], [0, -1]]]) / 2


def with_spin(levels, L, xi):
    h = np.kron(np.diag(levels), np.eye(2)).astype(complex)
    h += xi * sum(np.kron(L[c], spin[c]) for c in range(3))
    return np.linalg.eigvalsh(h)


gap_so = (with_spin(d_site, L_d, xi_d)[0]
          - max(with_spin(row, L_p, xi_p)[-1] for row in p_site))
# Tolerance covers second-order mixing with the other crystal-field levels
assert abs(gap_so - delta + (xi_d + xi_p) / 2) < 1e-3

# ---- Printed numbers -------------------------------------------------------
print("INPUTS: round values, rough SrTiO3 regime")
print(f"lattice constant a = {a_nm:.2f} nm")
print(f"p site energies E_perp, E_par = {E_perp:.2f}, {E_par:.2f} eV")
print(f"d site energies E_t, E_e = {E_t:.2f}, {E_e:.2f} eV")
print(f"p-d hopping V_s, V_p = {V_s:.2f}, {V_p:.2f} eV")
print(f"O-O hopping V_pps, V_ppp = {pps:.2f}, {ppp:.2f} eV")
print(f"d-d hopping V_ddp, V_ddd = {ddp:.2f}, {ddd:.2f} eV")
print(f"spin-orbit constants p, d = {xi_p:.2f}, {xi_d:.2f} eV")
print(f"off-centre shift = {shift_nm:.3f} nm")
print(f"hopping decay power = {decay_power}")
print("ZONE CENTRE, no O-O or d-d hopping")
print(f"largest p-d coupling below 1e-12 eV: {gamma_coupling < 1e-12}")
print(f"highest p level = {gamma_levels[8]:.3f} eV")
print(f"lowest d level = {gamma_levels[9]:.3f} eV")
print(f"gap at zone centre = {gamma_gap:.3f} eV")
print(f"smallest gap on zone mesh = {zone_gap:.3f} eV")
print(f"fewest bands at E_perp at any mesh k = {flat_count}")
print("AWAY FROM ZONE CENTRE, no O-O or d-d hopping")
print(f"in-plane mass of xy band = {mass_numeric:.3f} electron masses")
print(f"raised t2g level at X = {x_energy[11]:.3f} eV")
print(f"its oxygen p weight at X = {100 * p_weight_x:.1f} %")
print(f"|dH_pd/dk| at zone centre, pi bond = {optical_nm:.3f} eV nm")
print("NEGLECTED EFFECTS, each added alone")
print(f"O-O hopping: gap at zone centre = {gap_pp:.3f} eV")
print(f"O-O hopping: change of that gap = {gap_pp - delta:+.3f} eV")
print(f"O-O hopping: top p level at M, R = {m_top:.3f}, {r_top:.3f} eV")
print(f"O-O hopping: highest valence level on mesh = {mesh_top:.3f} eV")
print(f"O-O hopping: smallest gap on mesh = "
      f"{mesh_bottom - mesh_top:.3f} eV")
print(f"d-d hopping: t2g shift at centre = {4*ddp + 2*ddd:+.3f} eV")
print(f"[001] shift: largest p-d coupling = {coupling_001:.3f} eV")
print(f"[001] shift: gap at centre = {gap_001:.3f} eV")
print(f"[111] shift: largest p-d coupling = {coupling_111:.3f} eV")
print(f"[111] shift: gap change at centre = {gap_111 - delta:+.3f} eV")
print(f"spin-orbit: gap change at centre = {gap_so - delta:+.3f} eV")
print(f"thermal energy kT at 300 K = {const.k * 300 / const.e:.4f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS: round values, rough SrTiO3 regime
lattice constant a = 0.39 nm
p site energies E_perp, E_par = 0.00, -0.50 eV
d site energies E_t, E_e = 3.80, 5.80 eV
p-d hopping V_s, V_p = 2.00, -1.00 eV
O-O hopping V_pps, V_ppp = 0.25, -0.05 eV
d-d hopping V_ddp, V_ddd = 0.03, 0.00 eV
spin-orbit constants p, d = 0.02, 0.02 eV
off-centre shift = 0.010 nm
hopping decay power = 4
ZONE CENTRE, no O-O or d-d hopping
largest p-d coupling below 1e-12 eV: True
highest p level = 0.000 eV
lowest d level = 3.800 eV
gap at zone centre = 3.800 eV
smallest gap on zone mesh = 3.800 eV
fewest bands at E_perp at any mesh k = 3
AWAY FROM ZONE CENTRE, no O-O or d-d hopping
in-plane mass of xy band = 0.952 electron masses
raised t2g level at X = 4.659 eV
its oxygen p weight at X = 15.6 %
|dH_pd/dk| at zone centre, pi bond = 0.390 eV nm
NEGLECTED EFFECTS, each added alone
O-O hopping: gap at zone centre = 3.565 eV
O-O hopping: change of that gap = -0.235 eV
O-O hopping: top p level at M, R = 0.600, 0.600 eV
O-O hopping: highest valence level on mesh = 0.600 eV
O-O hopping: smallest gap on mesh = 3.200 eV
d-d hopping: t2g shift at centre = +0.120 eV
[001] shift: largest p-d coupling = 0.831 eV
[001] shift: gap at centre = 3.800 eV
[111] shift: largest p-d coupling = 0.470 eV
[111] shift: gap change at centre = +0.054 eV
spin-orbit: gap change at centre = -0.020 eV
thermal energy kT at 300 K = 0.0259 eV
ALL CHECKS PASSED
```
